**Self-consistent phonons at a ferroelectric quantum critical point**

The program tests the law r = m(kT/ħ)²y², with Dy² + πy/2 = π²/6, for the inverse soft-mode susceptibility r of a three-dimensional displacive ferroelectric at its quantum critical point. Here m is the polarization inertia, y the soft-mode gap divided by kT, and D a coefficient containing the inverse coupling 1/u and a logarithm of temperature. The program asserts that the closed form and its local exponent agree with a numerical solution of the full gap equation from 0.1 to 20 K. It also asserts the oscillator variance, the Gaussian factor 5/3, the free-energy minimum, the small-gap expansion and the zero-point terms, each against a separate numerical calculation. Further assertions cover the weak-coupling limit, the T²/ln(1/T) limit, the loss of the logarithm when zero-point motion is frozen, and the suppression of the thermal change by detuning. The output shows local exponents between 2.05 and 2.07, and values of r that are 30 to 41% of the first-order T² law for u = 0.52. The closed form differs from the full solution by less than 0.02%. The final logarithmic limit is approached so slowly that it is still about 25% away at ln(ħcΛ/kT) = 100 for u = 0.5, where c is the soft-mode speed and Λ the wavenumber cutoff.

## Numerical check

```python
"""
Quantum critical displacive ferroelectric in three dimensions.
Result under test, within self-consistent phonons at the critical point:
    r = m (kT/hbar)^2 y^2,    D y^2 + pi y/2 = pi^2/6,
    D = 1/u + [ln(theta/(2 pi)) + Euler_gamma - 1]/4 + A_L/u.
r: inverse soft-mode susceptibility (SI); m: inertia of polarization;
c: soft-mode speed; cutoff: largest wavenumber; theta = hbar c cutoff/(kT);
b: coefficient in the energy density b (P^2)^2/4; g = 5b/3;
u = g hbar/(pi^2 m^2 c^3); A_L: effect of longitudinal zero-point motion;
S: mean square polarization; y = hbar sqrt(r/m)/(kT).
"""
import numpy as np
from scipy.constants import hbar, k as kB, epsilon_0, e as charge
from scipy.optimize import brentq, minimize_scalar

# Model inputs
c = 6000.0
cutoff = 8.0e9
eps_inf = 5.0
Omega = 0.100 * charge / hbar
b = 6.0e9
m = 1.0 / (epsilon_0 * eps_inf * Omega**2)
kappa = m * c**2
g = 5.0 * b / 3.0
u = g * hbar / (np.pi**2 * m**2 * c**3)
lam = c * cutoff / Omega
A_L = u / 8 * (np.arcsinh(lam) - lam / np.sqrt(1 + lam**2))

nodes, weights = np.polynomial.legendre.leggauss(500)


def log_grid(low, high):
    """Quadrature points and weights, uniform in the logarithm."""
    half = 0.5 * np.log(high / low)
    x = np.exp(0.5 * np.log(high * low) + half * nodes)
    return x, half * weights * x


q, wq = log_grid(1e-9 * cutoff, cutoff)
measure = wq * q**2 / (2 * np.pi**2)


def frequencies(r):
    wt2 = (r + kappa * q**2) / m
    return np.sqrt(wt2), np.sqrt(wt2 + Omega**2)


def variance(w, T):
    factor = 1.0 if T == 0 else 1 / np.tanh(hbar * w / (2 * kB * T))
    return hbar * factor / (2 * m * w)


def mean_square(r, T):
    wt, wl = frequencies(r)
    return np.sum(measure * (2 * variance(wt, T) + variance(wl, T)))


def log_root(function):
    s = brentq(lambda z: function(np.exp(z)), np.log(1e-3), np.log(1e11),
               xtol=1e-13, rtol=1e-14)
    return np.exp(s)


def solve_r(T, a):
    return log_root(lambda r: r - a - g * mean_square(r, T))


S_crit = mean_square(0.0, 0.0)
a_crit = -g * S_crit

# Thermal oscillator variance from diagonalization on a grid
dx = 0.1
x = np.arange(-12, 12 + dx / 2, dx)
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   np.where(diff % 2 == 0, 1.0, -1.0) / safe**2) / dx**2
w_test, t_test = 0.7, 0.5
levels, states = np.linalg.eigh(kinetic + np.diag(0.5 * w_test**2 * x**2))
prob = np.exp(-(levels - levels[0]) / t_test)
prob /= prob.sum()
var_grid = np.sum(prob * np.sum(states**2 * x[:, None]**2, axis=0))
var_formula = 1 / (2 * w_test * np.tanh(w_test / (2 * t_test)))
assert abs(var_grid / var_formula - 1) < 1e-7

# Gaussian averages of the quartic energy and its curvature
h, wh = np.polynomial.hermite_e.hermegauss(8)
wh = wh / wh.sum()
S_test = 0.8
p1, p2, p3 = np.meshgrid(*(3 * [h * np.sqrt(S_test / 3)]), indexing="ij")
w3 = np.einsum("i,j,k->ijk", wh, wh, wh)
p_sq = p1**2 + p2**2 + p3**2
quartic_mean = np.sum(w3 * p_sq**2) / S_test**2
curvature_mean = np.sum(w3 * (p_sq + 2 * p1**2)) / S_test
assert abs(quartic_mean - 5 / 3) < 1e-10
assert abs(curvature_mean - 5 / 3) < 1e-10

# Minimum of the variational free energy against the gap equation
T_var = 100.0


def free_energy(log_r):
    r = np.exp(log_r)
    wt, wl = frequencies(r)

    def mode(w):
        return hbar * w / 2 + kB * T_var * np.log(
            -np.expm1(-hbar * w / (kB * T_var)))
    F0 = np.sum(measure * (2 * mode(wt) + mode(wl)))
    S = mean_square(r, T_var)
    return F0 + (a_crit - r) * S / 2 + b * quartic_mean * S**2 / 4


r_gap = solve_r(T_var, a_crit)
best = minimize_scalar(free_energy, method="bounded",
                       bounds=(np.log(r_gap) - 2, np.log(r_gap) + 1.5),
                       options={"xatol": 1e-7})
r_variational = np.exp(best.x)
assert abs(r_variational / r_gap - 1) < 1e-3

# Small-gap expansion of the thermal integral, including its error order
xt, wt_grid = log_grid(1e-9, 60.0)


def J(y):
    energy = np.sqrt(xt**2 + y**2)
    return np.sum(wt_grid * xt**2 / (energy * np.expm1(energy)))


def J_series(y):
    return (np.pi**2 / 6 - np.pi * y / 2
            - y**2 / 4 * (np.log(y / (4 * np.pi)) + np.euler_gamma - 0.5))


error_ratio = (J(0.4) - J_series(0.4)) / (J(0.2) - J_series(0.2))
assert abs(J(0.2) - J_series(0.2)) < 1e-4
assert 12 < error_ratio < 20

# Transverse zero-point change; the neglected part is fourth order in mu
mu = 0.03
xz, wz = log_grid(1e-9, 1.0)
zero_direct = np.sum(wz * xz**2 * (1 / np.sqrt(xz**2 + mu**2) - 1 / xz))
zero_formula = -mu**2 / 2 * (np.log(2 / mu) - 0.5)
assert abs(zero_direct - zero_formula) < mu**4

# Longitudinal contribution by finite difference
step = 1e-3 * m * Omega**2


def longitudinal_S(r):
    w = np.sqrt((r + kappa * q**2) / m + Omega**2)
    return np.sum(measure * variance(w, 0))


A_L_direct = -g * (longitudinal_S(step) - longitudinal_S(-step)) / (2 * step)
assert abs(A_L_direct / A_L - 1) < 1e-4


def closed_form(T):
    theta = hbar * c * cutoff / (kB * T)
    D = (1 + A_L) / u + (np.log(theta / (2 * np.pi))
                         + np.euler_gamma - 1) / 4
    y = np.pi / (4 * D) * (np.sqrt(1 + 8 * D / 3) - 1)
    return D, y, m * (kB * T / hbar)**2 * y**2


# Full mode integrals against the closed form
rows = []
for T in (0.1, 1.0, 5.0, 10.0, 20.0):
    r = solve_r(T, a_crit)
    D, y_closed, r_closed = closed_form(T)
    y = hbar * np.sqrt(r / m) / (kB * T)
    bare = 5 * b * (kB * T)**2 / (18 * hbar * m * c**3)
    slope = np.log(solve_r(1.01 * T, a_crit) / solve_r(T / 1.01, a_crit))
    slope /= 2 * np.log(1.01)
    slope_closed = 2 + y_closed / (4 * D * y_closed + np.pi)
    assert abs(r_closed / r - 1) < 1e-3
    assert abs(slope - slope_closed) < 1e-3
    rows.append((T, D, y, r, r_closed, r / bare, slope, slope_closed))

# Weak coupling: the bare quadratic law is approached as u decreases


def scaled_y(log_theta, coupling):
    def gap(y):
        zero = y**2 / 4 * (log_theta + np.log(2 / y) - 0.5)
        return y**2 - coupling * (J(y) - zero)
    return brentq(gap, 1e-6, 3.0, xtol=1e-14)


weak = [scaled_y(np.log(100), v)**2 / (v * np.pi**2 / 6)
        for v in (1e-2, 1e-4, 1e-6)]
assert weak[0] < weak[1] < weak[2] < 1
assert abs(weak[2] - 1) < 3e-3

# Ultimate logarithmic limit for two different couplings
limits = []
for L in (1e2, 1e4, 1e6):
    limits.append([scaled_y(L, v)**2 * L / (2 * np.pi**2 / 3)
                   for v in (0.5, 2.0)])
assert all(abs(value - 1) < 0.01 for value in limits[-1])
assert abs(limits[0][0] - 1) > abs(limits[1][0] - 1) > abs(limits[2][0] - 1)

# Freezing the zero-point part removes the logarithm


def thermal_only(T):
    def gap(r):
        w = frequencies(r)[0]
        n = 1 / np.expm1(np.minimum(hbar * w / (kB * T), 700))
        return r - g * np.sum(measure * 2 * hbar * n / (m * w))
    return log_root(gap)


slope_thermal = np.log(thermal_only(10) / thermal_only(1)) / np.log(10)
assert abs(slope_thermal - 2) < 1e-5
assert min(row[6] for row in rows) > 2.01

# Detuning leaves a gap and suppresses the thermal change
detuning = 1e6
r_zero = solve_r(0, a_crit + detuning)
gap_K = hbar * np.sqrt(r_zero / m) / kB
T_low = 0.5
change = solve_r(T_low, a_crit + detuning) - r_zero
suppression = change / solve_r(T_low, a_crit)
assert 0 < suppression < 1e-3

print(f"soft-mode speed c = {c:.0f} m/s")
print(f"wavenumber cutoff = {cutoff*1e-9:.1f} nm^-1")
print(f"background permittivity eps_inf = {eps_inf:.1f}")
print(f"longitudinal energy hbar Omega = {hbar*Omega/charge*1e3:.1f} meV")
print(f"quartic coefficient b = {b:.2e} J m^5/C^4")
print(f"effective coupling g = {g:.3e} J m^5/C^4")
print(f"polarization inertia m = {m:.4e} J m s^2/C^2")
print(f"gradient coefficient kappa = {kappa:.4e} J m^3/C^2")
print(f"dimensionless coupling u = {u:.4f}")
print(f"cutoff temperature hbar c cutoff/k = {hbar*c*cutoff/kB:.2f} K")
print(f"lambda = {lam:.4f}; A_L = {A_L:.3e} (dimensionless)")
print(f"critical zero-point S = {S_crit:.5f} C^2/m^4")
print(f"critical bare stiffness a_c = {a_crit:.4e} J m/C^2")
print(f"oscillator variance: grid {var_grid:.7f}, formula "
      f"{var_formula:.7f} (scaled)")
print(f"Gaussian quartic factor = {quartic_mean:.7f} (dimensionless)")
print(f"free-energy minimum r at {T_var:.0f} K = {r_variational:.5e} J m/C^2")
print(f"gap-equation r at {T_var:.0f} K = {r_gap:.5e} J m/C^2")
print(f"J(0.2): integral {J(0.2):.7f}, series {J_series(0.2):.7f}")
print(f"J error ratio on doubling y = {error_ratio:.2f}")
for T, D, y, r, rc, ratio, slope, slope_c in rows:
    inv = epsilon_0 * r / (1 + eps_inf * epsilon_0 * r)
    inv_c = epsilon_0 * rc / (1 + eps_inf * epsilon_0 * rc)
    print(f"T = {T:.1f} K: D = {D:.4f}, y = {y:.5f}, r = {r:.5e} J m/C^2")
    print(f"  1/eps_r: full {inv:.5e}, closed {inv_c:.5e}")
    print(f"  eps_r = {1/inv:.4e}; r/bare T^2 law = {ratio:.4f}")
    print(f"  local exponent: full {slope:.5f}, closed {slope_c:.5f}")
print("weak-coupling y^2/(u pi^2/6), theta=100, u=1e-2,1e-4,1e-6:")
print("  " + ", ".join(f"{value:.5f}" for value in weak))
for L, values in zip((1e2, 1e4, 1e6), limits):
    print(f"ln(theta)={L:.0e}: y^2 ln(theta)/(2pi^2/3), u=0.5,2: "
          f"{values[0]:.5f}, {values[1]:.5f}")
print(f"exponent with zero-point part frozen = {slope_thermal:.7f}")
print(f"detuning a-a_c = {detuning:.2e} J m/C^2")
print(f"detuned r(0) = {r_zero:.5e} J m/C^2; gap/k = {gap_K:.3f} K")
print(f"detuned thermal change/critical r at {T_low:.1f} K = "
      f"{suppression:.3e}")
print("all assertions hold")
```

Printed output:

```
soft-mode speed c = 6000 m/s
wavenumber cutoff = 8.0 nm^-1
background permittivity eps_inf = 5.0
longitudinal energy hbar Omega = 100.0 meV
quartic coefficient b = 6.00e+09 J m^5/C^4
effective coupling g = 1.000e+10 J m^5/C^4
polarization inertia m = 9.7862e-19 J m s^2/C^2
gradient coefficient kappa = 3.5230e-11 J m^3/C^2
dimensionless coupling u = 0.5165
cutoff temperature hbar c cutoff/k = 366.64 K
lambda = 0.3159; A_L = 6.228e-04 (dimensionless)
critical zero-point S = 0.03210 C^2/m^4
critical bare stiffness a_c = -3.2095e+08 J m/C^2
oscillator variance: grid 1.1818726, formula 1.1818726 (scaled)
Gaussian quartic factor = 1.6666667 (dimensionless)
free-energy minimum r at 100 K = 5.90350e+07 J m/C^2
gap-equation r at 100 K = 5.90350e+07 J m/C^2
J(0.2): integral 1.3714103, series 1.3714073
J error ratio on doubling y = 15.98
T = 0.1 K: D = 3.4238, y = 0.50074, r = 4.20588e+01 J m/C^2
  1/eps_r: full 3.72397e-10, closed 3.72361e-10
  eps_r = 2.6853e+09; r/bare T^2 law = 0.2951
  local exponent: full 2.05009, closed 2.05008
T = 1.0 K: D = 2.8481, y = 0.53272, r = 4.76028e+03 J m/C^2
  1/eps_r: full 4.21484e-08, closed 4.21432e-08
  eps_r = 2.3726e+07; r/bare T^2 law = 0.3340
  local exponent: full 2.05785, closed 2.05784
T = 5.0 K: D = 2.4458, y = 0.55965, r = 1.31340e+05 J m/C^2
  1/eps_r: full 1.16290e-06, closed 1.16272e-06
  eps_r = 8.5992e+05; r/bare T^2 law = 0.3686
  local exponent: full 2.06497, closed 2.06495
T = 10.0 K: D = 2.2725, y = 0.57275, r = 5.50241e+05 J m/C^2
  1/eps_r: full 4.87182e-06, closed 4.87102e-06
  eps_r = 2.0526e+05; r/bare T^2 law = 0.3861
  local exponent: full 2.06862, closed 2.06861
T = 20.0 K: D = 2.0992, y = 0.58694, r = 2.31139e+06 J m/C^2
  1/eps_r: full 2.04634e-05, closed 2.04600e-05
  eps_r = 4.8868e+04; r/bare T^2 law = 0.4055
  local exponent: full 2.07270, closed 2.07273
weak-coupling y^2/(u pi^2/6), theta=100, u=1e-2,1e-4,1e-6:
  0.87995, 0.98777, 0.99878
ln(theta)=1e+02: y^2 ln(theta)/(2pi^2/3), u=0.5,2: 0.74568, 0.78502
ln(theta)=1e+04: y^2 ln(theta)/(2pi^2/3), u=0.5,2: 0.97525, 0.97583
ln(theta)=1e+06: y^2 ln(theta)/(2pi^2/3), u=0.5,2: 0.99755, 0.99755
exponent with zero-point part frozen = 2.0000000
detuning a-a_c = 1.00e+06 J m/C^2
detuned r(0) = 6.44130e+05 J m/C^2; gap/k = 6.197 K
detuned thermal change/critical r at 0.5 K = 2.395e-05
all assertions hold
```
